# Langmuir Coverage of Water on an Extreme-Ultraviolet Mirror

A mirror for extreme-ultraviolet lithography works in a vacuum that still contains some water vapour. Water held on its surface can take part in oxidation under the light, so it is useful to know how much is there. This problem finds the amount from two competing rates.

**The model.** The surface has $n_s$ identical sites per unit area. Each site is empty or holds one intact molecule, and molecules on different sites do not influence each other. A molecule that strikes an empty site sticks; one that strikes a filled site returns to the gas. A filled site empties at the rate

$$d=\nu\,e^{-E/k_BT},$$

where $E$ is the binding energy and $\nu$ the attempt rate. This Arrhenius form is an input of the model. Gas and surface share the temperature $T$, and the partial pressure $P$ of water at the surface is held fixed. The coverage $\theta$ is the fraction of sites that are filled.

**The data.** The example is water on the titanium sites of a titanium dioxide capping layer. Rough typical values are $T=295$ K, $P=1\times10^{-7}$ Torr, $n_s=5.2\times10^{14}$ cm$^{-2}$, $E=0.80$ eV and $\nu=1\times10^{13}$ s$^{-1}$. The mass of a water molecule is $m=2.99\times10^{-26}$ kg, and $k_BT=0.02542$ eV.

## (a) How often does a molecule strike a given site?

**Solution.** Let $v$ be the velocity component towards the wall. In a gas at equilibrium its distribution is

$$f(v)=\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/2k_BT}.$$

During a short time $\Delta t$, a molecule with $v>0$ reaches the wall if it starts within the distance $v\,\Delta t$. With $n$ molecules per volume, the number striking unit area per unit time is therefore

$$J=n\int_0^\infty v f(v)\,dv .$$

Molecules with $v<0$ move away and do not count. Motion parallel to the wall does not change the number of strikes on a uniform surface. The substitution $u=mv^2/2k_BT$, for which $v\,dv=(k_BT/m)\,du$, gives

$$\int_0^\infty v\,e^{-mv^2/2k_BT}dv=\frac{k_BT}{m}\int_0^\infty e^{-u}du=\frac{k_BT}{m}.$$

Hence

$$J=n\sqrt{\frac{m}{2\pi k_BT}}\,\frac{k_BT}{m}=n\sqrt{\frac{k_BT}{2\pi m}}.$$

The ideal-gas law $n=P/k_BT$ turns this into

$$J=\frac{P}{\sqrt{2\pi mk_BT}} .$$

Here $P$ must be in pascals if the other quantities are in SI units. For the example $J=4.82\times10^{13}$ cm$^{-2}$ s$^{-1}$. Sharing these strikes among the sites gives the rate per site, which we write as $aP$:

$$aP=\frac{J}{n_s}=\frac{4.82\times10^{13}}{5.2\times10^{14}}\ \text{s}^{-1}=0.0927\ \text{s}^{-1}.$$

The coefficient is $a=9.27\times10^{5}$ s$^{-1}$ Torr$^{-1}$. A site is struck about once in eleven seconds.

## (b) What coverage makes adsorption and desorption balance?

**Solution.** A strike adds a molecule only if the site is empty, and the empty fraction is $1-\theta$. The gain in coverage per unit time is thus $aP(1-\theta)$. Each filled site empties at the rate $d$, so the loss is $d\,\theta$. Together,

$$\frac{d\theta}{dt}=aP(1-\theta)-d\,\theta .$$

On the left, $d\theta/dt$ is a time derivative; on the right, $d$ is the desorption rate. In the steady state the derivative is zero:

$$aP(1-\theta)=d\,\theta .$$

Divide by $d$ and define $K=a/d$:

$$KP(1-\theta)=\theta .$$

Expanding the left side and collecting the terms in $\theta$ gives $KP=\theta(1+KP)$, and so

$$\theta=\frac{KP}{1+KP}.$$

This is the Langmuir isotherm. The product $KP$ has no unit. It is the ratio of filled to empty sites, since the balance also reads $\theta/(1-\theta)=KP$.

For the example, $E/k_BT=0.80/0.02542=31.47$, which gives $d=0.215$ s$^{-1}$. Then

$$K=\frac{9.27\times10^{5}}{0.215}\ \text{Torr}^{-1}=4.31\times10^{6}\ \text{Torr}^{-1},\qquad KP=0.431,$$

$$\theta=\frac{0.431}{1.431}=0.301 .$$

About 30% of the sites are filled, or $1.57\times10^{14}$ molecules per cm$^2$. Molecules still come and go: the gain $0.0927\times0.699$ and the loss $0.215\times0.301$ are both about $0.065$ per site and second.

## (c) Does a clean surface reach this coverage, and how fast?

**Solution.** Collect the terms in $\theta$ in the rate equation:

$$\frac{d\theta}{dt}=aP-(aP+d)\theta .$$

Call the steady value $\theta_{eq}$. It satisfies $aP=(aP+d)\theta_{eq}$, so

$$\frac{d\theta}{dt}=-(aP+d)(\theta-\theta_{eq}).$$

The difference $\theta-\theta_{eq}$ decays exponentially from any starting value. The steady state is therefore unique and stable. For a surface that is clean at $t=0$ the difference starts at $-\theta_{eq}$, and

$$\theta(t)=\theta_{eq}\left[1-e^{-t/\tau}\right],\qquad \tau=\frac{1}{aP+d}.$$

Both rates shorten the relaxation time, because both filling and emptying reduce a departure from balance. Here

$$\tau=\frac{1}{0.0927+0.2152}\ \text{s}=3.25\ \text{s}.$$

After one relaxation time the coverage is $0.301\,(1-e^{-1})=0.190$. For $t\ll\tau$, expanding the exponential gives $\theta\approx\theta_{eq}t/\tau=aPt$: at first nearly every strike finds an empty site.

## (d) How does the coverage behave at low and at high pressure?

Find the leading law in each limit, and the error of each law.

**Solution.** For $KP\ll1$ the denominator is close to one, and

$$\theta\approx KP .$$

The uptake is linear because the molecules are too sparse to block each other's sites. Dividing the approximate value by the full one gives

$$\frac{KP}{\theta}=1+KP .$$

The linear law is thus too high by the fraction $KP$ of the true coverage. For an error below 1%, $KP$ must be below 0.01.

For $KP\gg1$ it is easier to follow the empty fraction:

$$1-\theta=\frac{1+KP-KP}{1+KP}=\frac{1}{1+KP}\approx\frac{1}{KP}.$$

The coverage approaches one, and the remaining empty fraction falls as $1/P$. The ratio of the approximate to the full empty fraction is $(1+KP)/KP=1+1/(KP)$, so this law is too high by the fraction $1/(KP)$.

The two regimes meet around $KP=1$, where $\theta=1/2$. The half-coverage pressure is

$$P_{1/2}=\frac1K=2.32\times10^{-7}\ \text{Torr}=3.10\times10^{-5}\ \text{Pa}.$$

With all other data fixed, the isotherm gives:

| $P$ (Torr) | $KP$ | $\theta$ | $1-\theta$ |
|---|---|---|---|
| $10^{-9}$ | 0.00431 | 0.00429 | 0.996 |
| $10^{-8}$ | 0.0431 | 0.0413 | 0.959 |
| $10^{-7}$ | 0.431 | 0.301 | 0.699 |
| $10^{-6}$ | 4.31 | 0.812 | 0.188 |
| $10^{-5}$ | 43.1 | 0.977 | 0.0227 |

From $10^{-9}$ to $10^{-8}$ Torr the coverage rises nearly tenfold. From $10^{-6}$ to $10^{-5}$ Torr it rises by only a fifth, while the empty fraction falls by a factor of about eight. The example pressure lies between the limits: the linear law would give 0.431, which is 43% above 0.301.

The crossover is broad. A coverage of 10% needs $KP=0.1/0.9=1/9$, and 90% needs $KP=0.9/0.1=9$. The pressure must rise by a factor of 81 between them. Lowering the water pressure therefore reduces coverage in proportion only once the surface is well below half full.

## (e) What does warming the mirror do?

Keep $P$, $E$, $\nu$ and the sticking rule fixed.

**Solution.** Write $\beta=1/k_BT$. From part (a), $a\propto T^{-1/2}\propto\beta^{1/2}$, and $1/d=e^{\beta E}/\nu$. Hence

$$\ln K=\text{constant}+\tfrac12\ln\beta+\beta E,$$

$$\frac{d\ln K}{d\beta}=E+\frac{1}{2\beta}=E+\frac{k_BT}{2}.$$

For the example this slope is $0.80+0.0127=0.813$ eV. Since it is positive and $\beta$ falls on warming, $K$ falls. Most of the effect comes from faster desorption; the small second term comes from the lower strike rate of a warmer gas at the same pressure.

For gas and mirror both at 305 K,

$$\frac{K(305)}{K(295)}=\sqrt{\frac{295}{305}}\;\exp\!\left[31.47\left(\frac{295}{305}-1\right)\right]=0.35 .$$

Thus $KP$ falls from 0.431 to 0.151, and the coverage from 0.301 to $0.151/1.151=0.131$. Ten kelvin remove more than half of the adsorbed water.

## (f) How far does the saturation plateau extend?

Let a second molecule sit on a filled site, bound by $E_2=0.50$ eV with the same attempt rate. The lower molecule cannot leave while it is covered, and a third molecule is not allowed.

**Solution.** Let $p_0$, $p_1$ and $p_2$ be the fractions of sites with zero, one and two molecules, and $d_2=\nu e^{-E_2/k_BT}$. In the steady state $p_2$ is constant, so $aPp_1=d_2p_2$. The fraction $p_0$ is constant too, so $aPp_0=d\,p_1$. Therefore

$$p_1=KP\,p_0,\qquad p_2=y\,p_1,\qquad y=\frac{aP}{d_2}.$$

The fractions add to one, so $p_0[1+KP(1+y)]=1$. The first layer is filled wherever there is at least one molecule:

$$p_1+p_2=\frac{KP(1+y)}{1+KP(1+y)} .$$

For $y\ll1$ this returns to the Langmuir form. A single-layer plateau thus needs two conditions, $KP\gg1$ and $aP\ll d_2$.

At $10^{-7}$ Torr the fraction of sites with two molecules is about $1\times10^{-6}$, which is negligible. The ratio $y$ reaches 0.01 at $P=0.01\,d_2/a=3.1\times10^{-4}$ Torr, where the first layer is 99.9% full. In this model the plateau covers a pressure range around $10^{-5}$ to $10^{-4}$ Torr. At much higher pressures the total amount of water grows again, although the first layer stays full; in this model it levels off at two molecules per site. The upper edge of the plateau is set by the assumed $E_2$ and attempt rate. They give $y=1$ at $0.031$ Torr, far below the vapour pressure of water at 295 K, about 20 Torr, so they do not describe the growth of a thick film.

## (g) What do the light and the background hydrogen change?

Treat them one at a time. The light has a wavelength of 13.5 nm and an intensity of 0.10 W/cm$^2$. Suppose each incident photon empties a filled site with an effective area of $3\times10^{-18}$ cm$^2$. The hydrogen has a pressure of 0.03 Torr and is bound as intact molecules by 0.20 eV, with the same attempt rate. These are rough model values.

**Solution.** Light adds a second way for a site to empty. One photon carries 91.8 eV, or $1.47\times10^{-17}$ J, so the removal rate is

$$r=3\times10^{-18}\times\frac{0.10}{1.47\times10^{-17}}\ \text{s}^{-1}=0.0204\ \text{s}^{-1}.$$

The balance becomes $aP(1-\theta)=(d+r)\theta$. Collecting terms as in part (b),

$$\theta=\frac{aP}{aP+d+r}=\frac{0.0927}{0.0927+0.2152+0.0204}=0.282 .$$

The pressure dependence keeps its Langmuir shape, with $K$ replaced by $a/(d+r)$. This is a steady state driven by light, however, and no longer thermal equilibrium. A steady balance of rates is the weaker condition, and it is all that part (b) used.

For hydrogen, let $h$ be the fraction of sites it fills and $e$ the empty fraction. Each gas balances separately against the empty sites:

$$\theta=KP\,e,\qquad h=K_HP_H\,e .$$

With $e+\theta+h=1$, this gives

$$\theta=\frac{KP}{1+KP+K_HP_H}.$$

The coefficient $K_H$ follows from the same formulas with the mass and binding energy of hydrogen. The result is $h=1.5\times10^{-5}$, and the water coverage stays at 0.301. Hydrogen strikes far more often than water, but its weak binding lets it leave almost at once.

## (h) How much trust does the value 0.301 deserve?

Consider repulsion between neighbours, unequal sites, and errors in $E$ and $\nu$, each by itself.

**Solution.** Start with repulsion of 0.03 eV for each pair of filled neighbours along a row. Suppose it leaves the strike rate unchanged but speeds up desorption by $e^{w/k_BT}$ per filled neighbour, with $w=0.03$ eV. Adding a molecule beside $q$ filled neighbours then changes the equilibrium weight by the ratio of the two rates, $KP\,e^{-qw/k_BT}$. A filling with $n$ molecules and $b$ neighbouring pairs has the weight

$$W=(KP)^n e^{-bw/k_BT}.$$

Summing over all $2^{10}$ fillings of a closed row of ten sites gives a coverage of 0.224. Repulsion lowers the coverage by a quarter of its value, and the isotherm no longer has the Langmuir form.

Now let the binding energies have a Gaussian spread with standard deviation 0.05 eV around 0.80 eV. Numerical integration of the isotherm over this distribution gives a mean coverage of 0.373. The increase can be understood by pairing sites with energies $E\pm\delta$. With $g=1/(KP)$ and $c=\cosh(\delta/k_BT)$, their summed coverage exceeds twice the coverage at $E$ by

$$\frac{2+2gc}{1+2gc+g^2}-\frac{2}{1+g}=\frac{2g(c-1)(g-1)}{(1+g)(1+2gc+g^2)} .$$

This is positive for $g>1$, that is, below half coverage. Strong sites then gain more than weak sites lose; above half coverage the sign reverses.

Errors in the inputs matter more. A shift of 0.05 eV in $E$ changes $K$ by the factor $e^{0.05/0.02542}\approx7$. The coverage becomes 0.057 for the weaker binding and 0.755 for the stronger. An attempt rate ten times larger gives 0.041, and one ten times smaller gives 0.81.

**The real mirror.** Titanium dioxide is a candidate capping material, and the site density used here is that of a well-ordered crystal face. A deposited film has defects and unequal sites, so the assumption of identical sites is broken; the assumed spread moves the coverage from 0.30 to 0.37. Water can also split at defects or under light, and the fragments may stay and block sites. Atomic hydrogen made by the light can react with the surface. These processes are outside the model, and their effect is not estimated here. For the stated data the isotherm gives 0.301, but an error of the size tried above, in the binding energy alone or in the attempt rate alone, can move it to a few per cent or to about 80%. Both errors acting in the same direction would move it further, and the factor of ten in $\nu$ is only a trial size. The two errors need not be independent, however. If $E$ is deduced from a measured desorption-peak temperature with an assumed $\nu$, a larger $\nu$ comes with a larger $E$, and near that temperature the two changes largely cancel. The stated pair puts the peak near 289 K for heating at 1 K/s; keeping that peak, $\nu=10^{14}$ s$^{-1}$ requires $E=0.856$ eV and gives a coverage of 0.278. For the nominal inputs water at $10^{-7}$ Torr lies near the crossover, but the single errors tried above spread $KP$ from about 0.04 to about 4. Since $d\ln\theta/d\ln P=1-\theta$, the relative response to pressure is stronger on the low-coverage side and weak on the high-coverage side, and the relative response to temperature follows the same trend.

Numbers in the example were calculated in double precision.
